# Finite Volumes for Exciton Drift, Diffusion and Recombination in a Strained Monolayer

## Result

Let excitons with density \(n(x)\) move in a strain-dependent energy \(U(x)\), be created at rate \(G(x)\), and recombine with a uniform lifetime \(\tau\). Divide a sheet of length \(L\) into cells of width \(h\), and put \(u=U/\theta\), where \(\theta=k_BT\). The flux between neighbouring cell centres is

\[
J_{i+1/2}=\frac{D_{i+1/2}}{h}\left[B(\delta_i)n_i-B(-\delta_i)n_{i+1}\right],\qquad
B(z)=\frac{z}{e^z-1},
\]

with \(\delta_i=u_{i+1}-u_i\). With reflecting edges the resulting linear equations conserve particles, give a positive density, and have the Boltzmann profile as their zero-flux state on any grid.

Let \(p\propto e^{-u}\) be the Boltzmann profile with \(\int p\,dx=1\), let \(\Gamma=\int G\,dx\), and let \(N=\int n\,dx\). Then

\[
\left\|\frac nN-p\right\|\le\frac{\|G/\Gamma-p\|}{1+\lambda_1\tau},\qquad
\|f\|^2=\int_0^L\frac{f^2}{p}\,dx ,
\]

where \(\lambda_1\) is the slowest nonzero relaxation rate. For a given generation profile, the Boltzmann limit is therefore reached once \(\lambda_1\tau\) is large enough. It does not need uniform generation, and uniform generation does not produce it at finite lifetime when \(U\) varies.

## The transport equation

Take \(U=-g\varepsilon(x)\), where \(\varepsilon\) is tensile strain and \(g>0\) is the lowering of the exciton energy per unit strain. The force \(-U'\) gives a drift flux \(-\mu nU'\), with \(\mu\) the mobility, and diffusion gives \(-Dn'\). In equilibrium the total flux must vanish for \(n\propto e^{-U/\theta}\), for which \(n'=-nU'/\theta\). Hence \(DnU'/\theta-\mu nU'=0\), so \(\mu=D/\theta\), and

\[
J=-D(n'+u'n),\qquad J'=G-\frac n\tau .
\]

This assumes dilute, thermalised, neutral excitons whose density of states does not change with strain. The algebra holds in atomic units or any other consistent set.

The one-dimensional form suits a straight ridge. If \(U\), \(D\) and \(\tau\) do not depend on the coordinate \(y\) along the ridge, integrating the two-dimensional equation over \(y\) removes the \(y\)-flux, provided it vanishes far away. A round light spot then gives the same equation for the \(y\)-integrated density. This relies on linearity.

## Three cells by hand

**One face.** Let \(s=(x-x_i)/h\) run from 0 to 1 between two centres. Treat \(J\) and \(D\) as constant there and \(u\) as linear, \(u=u_i+\delta s\). Since \((ne^u)'=e^u(n'+u'n)\),

\[
Je^u=-D(ne^u)' .
\]

Integrate over the interval and divide by \(e^{u_i}\):

\[
Jh\int_0^1e^{\delta s}ds=Jh\,\frac{e^\delta-1}{\delta}
=D\left(n_i-e^\delta n_{i+1}\right).
\]

Solving for \(J\) gives coefficients \(\delta/(e^\delta-1)=B(\delta)\) and \(\delta e^\delta/(e^\delta-1)=B(-\delta)\), which is the flux stated above.

**The matrix.** Take three cells with \(u=(0,-\ln2,0)\), a well in the middle. A downhill step has weight \(B(-\ln2)=2\ln2\) and an uphill step has weight \(B(\ln2)=\ln2\). Put \(a=D\ln2/h^2\). The transfer rates are \(2a\) into the well and \(a\) out of it to each side. Create excitons in the left cell alone, at rate \(G_1\), and write \(r=1/\tau\). Loss minus gain in each cell gives

\[
\begin{aligned}
(2a+r)n_1-an_2&=G_1,\\
-2an_1+(2a+r)n_2-2an_3&=0,\\
-an_2+(2a+r)n_3&=0.
\end{aligned}
\]

Adding the rows cancels every transfer term and leaves \(r(n_1+n_2+n_3)=G_1\). Total recombination equals total generation.

**Elimination.** Choose \(r=a\) and \(G_1=a\), so that the densities add to one. After division by \(a\), the first row gives \(n_1=(1+n_2)/3\). The second becomes \(\tfrac73n_2-2n_3=\tfrac23\), or \(n_2=\tfrac27+\tfrac67n_3\). The third is \(3n_3=n_2\), so \(\tfrac{15}{7}n_3=\tfrac27\). Working backwards,

\[
n_3=\tfrac{2}{15},\qquad n_2=\tfrac{6}{15},\qquad n_1=\tfrac{7}{15}.
\]

The lit cell holds more than the well, because an exciton recombines before it has sampled the sheet.

**Any lifetime.** The outer rows give \(n_1+n_3=(G_1+2an_2)/(2a+r)\). Put this into the middle row, multiplied by \(2a+r\):

\[
\left[(2a+r)^2-4a^2\right]n_2=2aG_1 .
\]

The bracket is \(r(4a+r)\), and \(N=G_1/r\) is now the sum of the three densities. Subtracting the third row from the first gives \(n_1-n_3=G_1/(2a+r)\). Thus

\[
\frac{n_2}{N}=\frac{2a}{4a+r}=\frac12\,\frac{4a\tau}{1+4a\tau},\qquad
\frac{n_1-n_3}{N}=\frac1{1+2a\tau}.
\]

For \(a\tau\to\infty\) the shares become \((\tfrac14,\tfrac12,\tfrac14)\), the Boltzmann ratio \(1:2:1\), although only one edge cell is lit. For \(a\tau\to0\) all excitons stay where they were created. The left-right imbalance relaxes at rate \(2a\), and the filling of the well at \(4a\).

**Uniform generation.** Let each cell receive \(G_1\), so \(N=3G_1/r\). By symmetry \(n_1=n_3=(N-n_2)/2\), and the middle balance is

\[
(2a+r)n_2=G_1+2a(N-n_2)
\quad\Longrightarrow\quad
\frac{n_2}{N}=\frac{2a+r/3}{4a+r}.
\]

At \(r=a\) this is \(7/15\), not \(1/2\). Zero generation gradient has not produced the Boltzmann profile.

## The general algorithm

Number the cells \(1,\ldots,M\). For each interior face define

\[
R_i=\frac{D_{i+1/2}}{h^2}B(\delta_i),\qquad
S_i=\frac{D_{i+1/2}}{h^2}B(-\delta_i),
\]

the rates of transfer to the right and to the left. At reflecting edges set \(R_0=S_0=R_M=S_M=0\). Integrating \(J'=G-n/\tau\) over a cell and dividing by \(h\) gives

\[
-R_{i-1}n_{i-1}+d_in_i-S_in_{i+1}=G_i,\qquad
d_i=\frac1\tau+R_i+S_{i-1}.
\]

Here centre values stand for cell averages, an approximation of second order in \(h\) for smooth profiles.

Elimination writes \(n_i=\alpha_i+\beta_in_{i+1}\). Replacing \(n_{i-1}\) in the cell equation by \(\alpha_{i-1}+\beta_{i-1}n_i\) gives

\[
e_i=d_i-R_{i-1}\beta_{i-1},\qquad
\beta_i=\frac{S_i}{e_i},\qquad
\alpha_i=\frac{G_i+R_{i-1}\alpha_{i-1}}{e_i}.
\]

Start with \(\alpha_0=\beta_0=0\), sweep to \(i=M\), set \(n_M=\alpha_M\), and substitute backwards. The work is proportional to \(M\).

**Positivity.** First, \(e_1=1/\tau+R_1>R_1\). If \(e_{i-1}>R_{i-1}\), then \(R_{i-1}\beta_{i-1}=S_{i-1}R_{i-1}/e_{i-1}<S_{i-1}\), so \(e_i>1/\tau+R_i>R_i\). By induction every denominator is positive. For \(G_i\ge0\), not all zero, \(\alpha_i\) is nonnegative everywhere and positive from the first lit cell onwards. Since \(\beta_i>0\) at interior faces, back-substitution makes every density positive.

**Balance.** Summing the cell equations, multiplied by \(h\), over cells \(b\) to \(c\) gives

\[
J_{b-1/2}-J_{c+1/2}=\sum_{i=b}^{c}h\left(\frac{n_i}{\tau}-G_i\right).
\]

Net inflow to a region equals its recombination minus its generation. For the whole sheet with reflecting edges the left side is zero.

**Why exponential weights.** Averaging the density on the face instead gives

\[
J=\frac Dh\left[\left(1-\frac\delta2\right)n_i-\left(1+\frac\delta2\right)n_{i+1}\right].
\]

Its zero-flux ratio \(n_{i+1}/n_i=(1-\delta/2)/(1+\delta/2)\) is negative for \(|\delta|>2\). Exponential weights give \(n_{i+1}/n_i=B(\delta)/B(-\delta)=e^{-\delta}\), the Boltzmann ratio. For small \(\delta\), \(B(\delta)=1-\delta/2+O(\delta^2)\), and the two schemes approach each other.

A cold case shows the difference: 10 K, 40 nm cells, uniform generation and a 100 ns lifetime, with the ridge described below. The largest step in \(u\) is 7.0. Central weights give a minimum density of \(-0.062\) times their maximum; exponential weights give \(+2.3\times10^{-5}\) times theirs. On a fine grid this ratio converges to \(1.7\times10^{-5}\), so a positive density on a coarse grid is not yet an accurate one.

## Proof of the long-lifetime limit

Since \(p\propto e^{-u}\), the flux can be written \(J=-Dp(n/p)'\). Define the relaxation operator \(\mathcal Ln=J'=-[Dp(n/p)']'\). The steady state obeys \(\mathcal Ln+n/\tau=G\). In the product \(\langle f,g\rangle=\int fg/p\,dx\), integration by parts gives

\[
\langle f,\mathcal Lg\rangle=\int_0^LDp\left(\frac fp\right)'\left(\frac gp\right)'dx ,
\]

because the edge flux is zero. The right side is symmetric in \(f\) and \(g\), nonnegative for \(f=g\), and zero for \(f=g\) only if \(f/p\) is constant. On a finite sheet with smooth, positive \(D\) and \(p\), the eigenvalues are \(0=\lambda_0<\lambda_1<\cdots\), with orthonormal eigenfunctions \(\phi_0=p,\phi_1,\ldots\).

Expand \(G/\Gamma\). Its coefficient on \(p\) is \(\int(G/\Gamma)dx=1\), so \(G/\Gamma=p+\sum_{k\ge1}c_k\phi_k\). In the steady-state equation each coefficient is divided by \(\lambda_k+1/\tau\). Balance gives \(N=\Gamma\tau\), and therefore

\[
\frac nN=p+\sum_{k\ge1}\frac{c_k}{1+\lambda_k\tau}\phi_k .
\]

Replacing every \(\lambda_k\) by the smallest, \(\lambda_1\), can only enlarge the norm of the sum, which proves the bound. At large \(\tau\) the deviation falls as \(1/\tau\). It vanishes at finite \(\tau\) only if all \(c_k=0\), that is, if \(G\propto p\).

The same proof holds for the matrix, because \(S_i=e^{\delta_i}R_i\) gives \(R_ip_i=S_ip_{i+1}\). In the three-cell case \(\lambda_1=2a\). The squared norm of the deviation of the generation is \(4(\tfrac34)^2+2(\tfrac12)^2+4(\tfrac14)^2=3\). At \(r=a\) the bound is \(\sqrt3/3=0.58\), while the solution has \(\sqrt{944/3600}=0.51\).

The limit concerns the normalised profile. At fixed \(G\), \(N=\Gamma\tau\) grows without limit and the dilute model eventually fails. The light must be weakened as \(\tau\) grows if the density is to stay fixed.

## A 4 µm sheet with a strained ridge

The parameters are rough values in the regime of monolayer WSe\(_2\) on oxide: \(D=1\) cm²/s, \(\tau=1\) ns and \(g=50\) meV per percent strain, at 300 K. The strain is Gaussian, with peak 1% at \(x=2000\) nm and standard deviation \(w=200\) nm. The light, called the spot below, is a stripe uniform along the ridge and Gaussian across it, centred at 1700 nm with the same width. The edges reflect.

The diffusion length is \(\sqrt{D\tau}=316\) nm. The energy slope is largest at distance \(w\) from the apex, where it is \((50/200)e^{-1/2}=0.152\) meV/nm. With \(\theta=25.85\) meV and \(D=100\) nm²/ps, the drift speed there is \(100\times0.1516/25.85=0.586\) nm/ps. Held for 1 ns, that speed would cover 586 nm, so drift matters. With 800 cells of 5 nm, \(|\delta|\) does not exceed 0.03, so at 300 K the grid does not call for exponential weights to keep the density positive.

**Accuracy.** A separate collocation solution of the two differential equations serves as reference. With errors measured relative to peak generation times lifetime, the largest is \(2.24\times10^{-4}\), \(5.61\times10^{-5}\) and \(1.40\times10^{-5}\) for 200, 400 and 800 cells. Each halving of \(h\) divides it by about four, as second order requires. The same holds when \(D\) rises by 20% per percent strain.

**Balance.** The peak generation \(10^{18}\) cm⁻² s⁻¹ is 10 µm⁻² ns⁻¹. Multiplied by \(\sqrt{2\pi}\times0.2\) µm \(=0.501\) µm, it gives 5.01 excitons per ns per µm of ridge. Recombination matches generation to a relative \(2\times10^{-13}\). In the numerical output, the two lines for generated and recombined excitons are too large by \(10^6\) for their stated unit; the error is in the unit conversion and leaves their ratio unchanged.

**Funnelling.** Within 200 nm of the apex lie 48.7% of the excitons, against 27.4% with the strain energy removed and all else fixed. Net inflow to this zone is 18.4% of total generation, so \(48.66-18.43=30.23\%\) is created there. Without strain the zone would lose \(30.23-27.44=2.79\%\) by diffusion; the ridge reverses the net flow.

The Boltzmann share is only 34.7%. The collected share exceeds it because the light falls near the ridge and excitons recombine before spreading over the sheet. A large share near the apex is thus no sign of equilibrium.

The density peaks at about 1960 nm, on the lit side. At the apex \(u'=0\), so \(n'=-J/D\). The current from the spot is positive there, the density already falls to the right, and its maximum lies to the left. The mean energy shift is \(-25.8\) meV. Its closeness to \(-\theta\) follows from no relation derived here.

**Lifetime.** The finite-volume matrix and a Legendre expansion of the quadratic form above both give \(1/\lambda_1=12.1\) ns. At \(\tau=1\) ns the bound's reduction factor is \(1/(1+1/12.1)=0.92\), so it promises little relaxation. The table gives \(\tfrac12\int|n/N-p|dx\), the fraction of excitons that would have to be moved to reach the Boltzmann profile, with all other settings fixed.

| \(\tau\) (ns) | Spot | Uniform light |
|---:|---:|---:|
| 1 | 0.352 | 0.209 |
| 10 | 0.139 | 0.088 |
| 100 | 0.021 | 0.013 |
| 1000 | 0.0023 | 0.0014 |

Both columns approach zero, and uniform light at 1 ns still leaves 21% misplaced. The long lifetimes test the linear limit; they are not proposed as properties of this material.

## Limits of the model for a real sheet

The strain, slope, diffusion coefficient and lifetime are plausible for WSe\(_2\), but \(D\) and \(\tau\) vary strongly between samples. The peak density, \(7.8\times10^8\) cm⁻², is deliberately low. It holds for the stripe of light; a round spot with the same peak generation and width would give about half as much, because excitons also spread along the ridge. Stronger light breaks the dilute assumption through exciton–exciton annihilation, a loss \(kn^2\). With a rough \(k=0.1\) cm²/s, its rate relative to ordinary recombination is \(kn\tau\approx0.08\) at the peak. Solving with this term lowers the population by 4.0% and the apex share from 48.7% to 48.2%. The size depends on \(k\): with \(k=0.35\) cm²/s the population falls by 12% and the apex share is 47.2%. The ratio grows with density, so these corrections do not carry over to strong pumping.

Other changes, made one at a time, have these effects:

- Absorbing edges remove 0.4% of the generated excitons.
- Raising \(D\) by 20% per percent strain changes the apex share to 49.0%.
- Warming to 350 K at fixed \(D\) lowers it to 45.6%.

For carrier masses of 0.35 and 0.40 electron masses and a binding energy of 0.37 eV, equilibrium between excitons and free pairs in an undoped sheet puts 2.8% of the pairs in the dissociated state at the peak density. This takes the spin and valley degeneracies of free pairs and of excitons to cancel; a ratio of two would give 3.9%. The share is sensitive to the binding energy: it is 7.1% at 0.32 eV and 1.1% at 0.42 eV. It is smallest at the peak and grows where the density is low: local equilibrium gives 13% at 2600 nm and about 5% averaged over the whole population. The density is \(2\times10^{-4}\) of the thermal quantum density \(M\theta/(2\pi\hbar^2)\), with \(M\) the exciton mass, so degeneracy is negligible. The level spacing in the strain well, \(\hbar\sqrt{g\varepsilon_{\max}/(Mw^2)}=0.36\) meV, is far below \(\theta\). The energy changes by 0.23 meV across a 1.5 nm exciton radius, far less than the binding energy.

A scattering time \(DM/\theta\) and a thermal speed \(\sqrt{2\theta/M}\) give a mean free path of 1.8 nm, short compared with the ridge. However, \(DM/\hbar=0.65\) is not large, so a picture of well-defined free flights is doubtful. Here \(D\) is best read as a phenomenological coefficient.

If a dark state lies 40 meV below the bright one with equal degeneracy, thermal equilibrium leaves 17.5% of the excitons bright. The density \(n\) then counts both kinds, and \(D\) and \(1/\tau\) are averages over the two kinds weighted by their shares. This requires rapid exchange between them and a splitting unaffected by strain. Momentum-dark valleys need not meet the second condition, and they can remove or reverse the funnelling. As an illustration, add a threefold valley in rapid exchange with the bright state, with the same \(D\) and \(\tau\), whose energy rises by 20 meV per percent strain. The apex share is then 28% if this valley lies 30 meV below the bright state at zero strain, and 23.5% if it lies 60 meV below, against 27.4% without strain. The 48.7% is thus a result of the one-valley model, not a prediction for WSe\(_2\). Trapping, lattice heating, and strain-dependent absorption or lifetime are also left out and could change the collected share.

## Values computed for the example and the checks

```
sheet width 4000 nm, apex at 2000 nm
strain: peak 1.0 %, Gaussian sigma 200 nm
energy shift per strain 50 meV/%
spot centre 1700 nm, sigma 200 nm
T 300 K, kT 25.85 meV
D 1.0 cm^2/s, lifetime 1.0 ns
peak generation 1.0e+18 cm^-2 s^-1
cells 800, cell width 5.0 nm
diffusion length 316.2 nm
largest energy slope 0.1516 meV/nm
largest drift speed 0.586 nm/ps
largest step |delta| 0.0293 (no unit)
max error/(G0 life), constant D, 200/400/800 cells: 2.24e-04 5.61e-05 1.40e-05
max error/(G0 life), varying D, 200/400/800 cells: 1.97e-04 4.93e-05 1.23e-05
peak density 7.811e+08 cm^-2 at 1962.5 nm
density nearest apex 7.573e+08 cm^-2
generated 5013256.54926 per ns per um of ridge
recombined 5013256.54926 per ns per um of ridge
relative balance error 2.1e-13
share within 200 nm of apex 0.4866
same share without strain 0.2744
same share, Boltzmann 0.3467
net inflow to this zone / generation 0.1843
mean energy shift -25.79 meV
slowest relaxation time, Galerkin 12.121 ns
slowest relaxation time, volumes 12.121 ns
half the integrated |n/N - p| (no unit):
  life 1 ns: spot 0.35187, uniform 0.20941
  life 10 ns: spot 0.13896, uniform 0.08819
  life 100 ns: spot 0.02128, uniform 0.01347
  life 1000 ns: spot 0.00225, uniform 0.00142
  life 10000 ns: spot 0.00023, uniform 0.00014
cold test: T 10 K, cell 40 nm, largest step 7.02
  min/max n: exponential 2.26e-05, central -6.18e-02
annihilation k 0.1 cm^2/s: population change -4.02 %
  apex-zone share with annihilation 0.4817
absorbing edges: lost share 0.416 %
D raised 20 % per % strain: share 0.4902
T 350 K, same D: share 0.4557
masses 0.35, 0.40 m_e; binding 0.37 eV
thermally dissociated share at peak 2.76 %
degeneracy n/(M kT/2 pi hbar^2) 1.93e-04
mean free path 1.82 nm
D M/hbar 0.648 (no unit)
level spacing in strain well 0.356 meV
energy change over 1.5 nm radius 0.227 meV
bright share for dark gap 40 meV: 0.175
```
